# Voronoi search for tetrahedral and hexagonal interstitial sites in silicon

## Definitions and conventions

A crystal is given by three lattice vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$, written as the rows of a matrix $A$, and by the fractional positions of its atoms. A fractional row vector $f$ stands for the Cartesian point $\mathbf x=fA$. Two points that differ by a lattice vector are the same site.

The clearance $R(\mathbf x)$ is the distance from $\mathbf x$ to the nearest atomic centre. A Voronoi vertex is a point whose nearest atoms, all at distance $R$, number at least four and do not lie in one plane. A sphere of radius $R$ about it touches these atoms and has no atomic centre inside.

Diamond-structure silicon has cubic lattice parameter $a$. Its primitive vectors are

$$\mathbf a_1=\tfrac a2(0,1,1),\quad \mathbf a_2=\tfrac a2(1,0,1),\quad \mathbf a_3=\tfrac a2(1,1,0),$$

with atoms at fractional positions $(0,0,0)$ and $(\frac14,\frac14,\frac14)$. Call these sublattices A and B. The cell volume is $a^3/4$, so each atom owns a volume $a^3/8$.

The claim is that the vertices of this ideal crystal form two symmetry classes: the tetrahedral sites T, two per primitive cell, and the hexagonal sites H, four per primitive cell. They are geometric starting points for an interstitial calculation. Nothing in the construction ranks their energies or guarantees that every stable interstitial starts from one of them.

## The smallest example, by hand

### The vertex equations

Put an A atom at the origin. A point $\mathbf x$ is equally far from the origin and from an atom at $\mathbf p$ when

$$|\mathbf x|^2=|\mathbf x-\mathbf p|^2=|\mathbf x|^2-2\mathbf p\cdot\mathbf x+|\mathbf p|^2
\;\Rightarrow\; 2\mathbf p\cdot\mathbf x=|\mathbf p|^2 .$$

Three linearly independent neighbours fix $\mathbf x$. It is a vertex if no other atom is closer than the origin, which means $2\mathbf p\cdot\mathbf x\le|\mathbf p|^2$ for every atom.

In units of $a/4$, A atoms have even coordinates whose sum is a multiple of 4. B atoms follow by adding $(1,1,1)$: their coordinates are odd and their sum is $3$ modulo 4.

### The tetrahedral site

Take the A neighbours $(-2,-2,0)$, $(-2,0,-2)$ and $(0,-2,-2)$. Each has squared length 8, so the equations are

$$x+y=-2,\qquad x+z=-2,\qquad y+z=-2 .$$

Subtracting them in pairs gives $x=y=z$, hence $\mathbf x_T=(-1,-1,-1)$.

To see that the sphere is empty, write an atom as $\mathbf p=\mathbf x_T+\mathbf d$. For A atoms, $\mathbf d$ has odd components with sum $3$ modulo 4. The shortest choices are $(1,1,1)$ and the three permutations of $(1,-1,-1)$: four atoms with $d^2=3$. For B atoms, $\mathbf d$ has even components with sum $2$ modulo 4. This excludes $\mathbf d=0$, and the shortest choices are the six vectors $(\pm2,0,0)$ and permutations, with $d^2=4$. Restoring the unit,

$$R_T=\frac{\sqrt3}{4}a\ \text{(4 atoms)},\qquad \text{next shell } \frac a2\ \text{(6 atoms)}.$$

The first distance equals the bond length of the crystal.

### The hexagonal site

Now take $(-1,-1,1)$, $(-1,1,-1)$ and $(-2,2,0)$, with squared lengths 3, 3 and 8:

$$-x-y+z=\tfrac32,\qquad -x+y-z=\tfrac32,\qquad -x+y=2 .$$

The sum of the first two gives $x=-\frac32$. The third gives $y=\frac12$, and the first then gives $z=\frac12$. Thus $\mathbf x_H=(-\frac32,\frac12,\frac12)$ and $|\mathbf x_H|^2=\frac{11}{4}$, or $R_H=\sqrt{11}\,a/8$.

The shells are easiest to list in units of $a/8$, where $\mathbf x_H=(-3,1,1)$. The vector $\mathbf d$ to an A atom has components from $\ldots,-5,-1,3,7,\ldots$ with sum $1$ modulo 8. The shortest are the three permutations of $(3,-1,-1)$, with $d^2=11$. Next come $(3,3,3)$ and the permutations of $(-5,-1,-1)$, four vectors with $d^2=27$. For B atoms the residue conditions are those for $-\mathbf d$, so their vectors are the negatives. Hence H is an inversion centre with

$$R_H=\frac{\sqrt{11}}8a\ \text{(6 atoms)},\qquad \text{next shell }\frac{\sqrt{27}}8a\ \text{(8 atoms)}.$$

The six atoms form a puckered hexagonal ring, which gives the site its name.

### Why there are no other vertices

The tetrahedral rotations about the atom at the origin turn $\mathbf x_T$ into 4 vertices and $\mathbf x_H$ into 12. The volume count below proves that these 16 points span the whole Voronoi cell, the region closer to this atom than to any other.

On the plane that bisects the bond to $(1,1,1)$ lie the six H points $\frac12(3,1,-1)$ and permutations. Measured from the bond centre $\frac12(1,1,1)$, they are the permutations of $(1,0,-1)$. They form a regular hexagon of radius $\sqrt2a/4$ and area

$$\frac{3\sqrt3}{2}\left(\frac{\sqrt2a}{4}\right)^2=\frac{3\sqrt3}{16}a^2 .$$

Its distance from the atom is half a bond, $\sqrt3a/8$. The four pyramids from the atom to such hexagons have volume

$$4\cdot\frac13\cdot\frac{3\sqrt3}{16}\cdot\frac{\sqrt3}{8}a^3=\frac{3}{32}a^3 .$$

On the plane bisecting the line to $(-2,2,0)$ lie two H points, $(-\frac32,\frac12,\frac12)$ and $(-\frac12,\frac32,\frac12)$, and one T point, $(-1,1,1)$. This triangle has base $\sqrt2a/4$, height $a/8$ and area $\sqrt2a^2/64$. Its plane is $\sqrt2a/4$ from the atom. The twelve pyramids of this kind contribute

$$12\cdot\frac13\cdot\frac{\sqrt2}{64}\cdot\frac{\sqrt2}{4}a^3=\frac1{32}a^3 .$$

The pyramids lie inside the cell and do not overlap, because their bases lie on different bounding planes. Their total is $\frac3{32}a^3+\frac1{32}a^3=\frac18a^3$, the full volume of the cell. No room is left for another vertex.

Each T touches 4 atoms and each H touches 6. With two atoms per primitive cell there are therefore $2\times4/4=2$ T sites and $2\times12/6=4$ H sites. Their fractional coordinates are

$$T:\ (\tfrac12,\tfrac12,\tfrac12),\ (\tfrac34,\tfrac34,\tfrac34);\qquad
H:\ (\tfrac58,\tfrac58,\tfrac58),\ (\tfrac18,\tfrac58,\tfrac58),\ (\tfrac58,\tfrac18,\tfrac58),\ (\tfrac58,\tfrac58,\tfrac18).$$

Each H is the midpoint of two neighbouring T sites. In cubic coordinates, representatives are $T=(\frac12,\frac12,\frac12)$ and $H=(\frac58,\frac58,\frac58)$.

### The shape of the holes

Let $\mathbf u$ point from a site to one of its nearest atoms. A displacement $s\mathbf e$, with $\mathbf e$ a unit vector, changes that squared distance to $R^2-2s\,\mathbf u\cdot\mathbf e+s^2$. If the site lies inside the solid spanned by its nearest atoms, every direction $\mathbf e$ has some atom with $\mathbf u\cdot\mathbf e>0$, and the clearance falls for small $s$. This holds for the tetrahedron around T. It also holds for H, whose atoms sit at $\pm\mathbf u_1,\pm\mathbf u_2,\pm\mathbf u_3$ with independent $\mathbf u_i$. Both sites are local maxima of $R$.

Between H and T the clearance passes through a neck. The three ring atoms on the T side have axial offset $a/(8\sqrt3)$ from H and squared transverse offset $\frac{11}{64}a^2-\frac1{192}a^2=\frac16a^2$. At distance $s$ from H towards T,

$$R^2(s)=\frac{a^2}{6}+\left(s-\frac{a}{8\sqrt3}\right)^2 .$$

The minimum is $a/\sqrt6$, at the centre of the triangle of these atoms. At $s=\sqrt3a/8$ the formula gives $\frac16a^2+\frac1{48}a^2=\frac3{16}a^2=R_T^2$, as it must.

## The method in general

### 1. Enough periodic images

A standard Voronoi routine accepts a finite set of points. Rounding fractional coordinates shows that every point is within

$$\rho=\tfrac12(|\mathbf a_1|+|\mathbf a_2|+|\mathbf a_3|)$$

of some image of any chosen atom, so $R(\mathbf x)\le\rho$. Let $h_j$ be the spacing of the lattice planes spanned by the other two vectors. With home-cell atoms wrapped into $[0,1)$, images numbered $-m,\ldots,m$ in each direction include every atom within $m\min_jh_j$ of any point of the home cell. It is enough that

$$m\ge \rho/\min_jh_j .$$

All nearest atoms are then present, so the finite and infinite crystals have the same vertices in the home cell. For silicon $\rho=3a/(2\sqrt2)=1.061a$ and $h_j=a/\sqrt3=0.577a$. The ratio is 1.84, and $m=2$ suffices: $5^3\times2=250$ atoms.

Keep the vertices in the home cell, including its boundary within a small tolerance. For each one, collect its nearest atoms again and confirm that they number at least four and are not coplanar.

### 2. Merge numerical copies

A vertex on a cell face can appear twice, and rounding can split a vertex touched by more than four atoms. To compare points, subtract the nearest integer from each component of their fractional difference, then convert to a Cartesian length. Link points closer than a tolerance and average each linked group, using the wrapped differences.

Componentwise rounding does not find the shortest periodic distance between arbitrary points of a skew cell. It does find every separation shorter than $\min_jh_j/2$. Indeed, a vector $\mathbf d$ has fractional components of size at most $|\mathbf d|/h_j$. If these are below $\frac12$, rounding removes any added integers and returns $\mathbf d$ itself. The merging tolerance must stay below this limit.

### 3. Find the symmetry operations

Write an operation as $f'=fW+t$, with $W$ an integer matrix. It preserves lengths if $WA=AQ$ with $Q$ orthogonal. Multiplying each side by its transpose gives

$$WAA^{\mathsf T}W^{\mathsf T}=AQQ^{\mathsf T}A^{\mathsf T}=AA^{\mathsf T}.$$

Row $i$ of $W$ is therefore a lattice vector of length $|\mathbf a_i|$, whose entries obey $|W_{ij}|\le|\mathbf a_i|/h_j$. The search is finite. For the primitive silicon cell the bound is $\sqrt{3/2}=1.22$, so the entries are $-1$, 0 or 1.

For each $W$, try the translations that carry one chosen atom to each atom of its species. Keep those that map the whole crystal onto itself, species by species.

### 4. Merge equivalent sites

Apply all operations to one candidate. Every candidate reached belongs to its class; remove the class and repeat. If $N_g$ operations exist per cell and $N_s$ of them leave the site fixed modulo lattice vectors, each distinct image is reached $N_s$ times. The multiplicity is therefore

$$N_{\rm site}=N_g/N_s .$$

One representative per class enters the energy calculations. The classes must be those of the host actually used: strain, alloying or another defect can make formerly equivalent sites different.

## Silicon in numbers

The lattice parameter is taken from the energy minimum of the Stillinger–Weber potential, a classical model specified below: $a=0.54309$ nm. The bond length is then $\sqrt3a/4=0.2352$ nm, and

$$R_T=0.2352\ \text{nm},\qquad R_H=\frac{\sqrt{11}}8(0.54309\ \text{nm})=0.2252\ \text{nm}.$$

An atom at H has six neighbours 4.3% closer than the bond length. The T–H distance is $\sqrt3a/8=0.1176$ nm, and the neck is $a/\sqrt6=0.2217$ nm, at 0.0392 nm from H.

The search found six vertices in the primitive cell. None was duplicated, so this ideal case did not exercise the numerical merging. The 48 operations divide them into T, with $48/24=2$ sites, and H, with $48/12=4$. The cubic cell has 192 operations and gives classes of 8 and 16, four times as many sites in four times the volume. A separate test solved the vertex equations for all triples of neighbours within $1.05a$. It recovered the same sites and 16 vertices around each atom, enclosing 0.020023 nm³, equal to $a^3/8$.

The bond centre is not a candidate, since it has two nearest atoms. The numerical output lists 0.33258 nm as its distance to the nearest candidate. That value is $\sqrt6a/4$, the length left by componentwise rounding in the skew cell, and it is not the shortest distance. The hexagon found above gives the distance from a bond centre to its surrounding H sites as $\sqrt2a/4=0.192$ nm. The rounding limit here is $a/(2\sqrt3)=0.157$ nm, so separations at the merging scale are unaffected.

## A second case: strained silicon

Stretch the crystal by $\varepsilon=0.005$ along $[111]$, holding fractional atomic positions and transverse lengths fixed. The H site whose ring axis is $[111]$ keeps six equal distances. For an H site with axis $[\bar111]$, the three independent atom vectors, in units of $a/8$, are

$$\mathbf u_1=(1,-1,3),\quad \mathbf u_2=(1,3,-1),\quad \mathbf u_3=(-3,-1,-1).$$

With $\mathbf n=(1,1,1)/\sqrt3$, the squared length grows by $2\varepsilon(\mathbf u\cdot\mathbf n)^2$ to first order. The values of $(\mathbf u\cdot\mathbf n)^2$ are $3$, $3$ and $\frac{25}3$, so $\mathbf u_3$ becomes longer than the other two by

$$\Delta=|\mathbf u_3|^2-|\mathbf u_1|^2=2\varepsilon\left(\tfrac{25}3-3\right)\left(\tfrac a8\right)^2
=\tfrac{32}{3}\varepsilon\left(\tfrac a8\right)^2 .$$

A centre displaced by $\mathbf x$ from H that touches $\pm\mathbf u_1$, $\pm\mathbf u_2$ and $+\mathbf u_3$ must satisfy

$$\mathbf x\cdot\mathbf u_1=0,\quad \mathbf x\cdot\mathbf u_2=0,\quad \mathbf x\cdot\mathbf u_3=\Delta/2 .$$

The first two conditions put $\mathbf x$ along $(-2,1,1)/\sqrt6$, to leading order. The component of $\mathbf u_3$ in this direction is $(4/\sqrt6)(a/8)$, hence

$$|\mathbf x|=\frac{\frac{16}{3}\varepsilon(a/8)^2}{(4/\sqrt6)(a/8)}=\frac{\varepsilon a}{\sqrt6}=0.0011\ \text{nm}.$$

The atom at $-\mathbf u_3$ lies outside this sphere, since its squared distance exceeds the squared radius by $2\Delta$. A second vertex at $-\mathbf x$ touches $-\mathbf u_3$ instead. Three of the four H sites thus split in two, giving $2+1+3\times2=9$ vertices. The search found 9, with a largest offset of 0.0011 nm from the group centres.

A link length of 0.030 nm rejoined them into 6 sites, and the averages restored the H inversion centres. The strained crystal has 12 operations and classes of 1, 2 and 3 sites: one H, two T and the other three H. Numerical merging repairs a split vertex; symmetry merging must still keep the two kinds of H apart.

## What geometry leaves out

### Energy and relaxation

The Stillinger–Weber energy is a sum over pairs and over angles $\theta_{jik}$ at each atom $i$:

$$E=\sum_{i<j}A_0\epsilon\left[B_0\frac{\sigma^4}{r_{ij}^4}-1\right]e^{\sigma/(r_{ij}-r_c)}
+\sum_i\sum_{j<k}\lambda\epsilon\left(\cos\theta_{jik}+\tfrac13\right)^2e^{\gamma\sigma/(r_{ij}-r_c)+\gamma\sigma/(r_{ik}-r_c)} .$$

Terms with a distance beyond $r_c=1.8\sigma$ vanish. The parameters are $\epsilon=2.1683$ eV, $\sigma=0.20951$ nm, $A_0=7.049556277$, $B_0=0.6022245584$, $\lambda=21$ and $\gamma=1.2$. For one atom added to $N$ host atoms at fixed volume, with bulk silicon as the reservoir,

$$E_f=E(N+1)-\frac{N+1}{N}E(N).$$

The third configuration below is a $\langle110\rangle$ split interstitial, in which two atoms share one lattice site. The split start places these two atoms at $a(0.156,0.156,-0.147)$ and $a(-0.156,-0.156,-0.147)$ from the vacated site, and its unrelaxed energy depends on that choice. The relaxed columns refer to hosts of 64 and 216 atoms.

| Start | Unrelaxed (eV) | Relaxed, 64 (eV) | Relaxed, 216 (eV) |
|---|---:|---:|---:|
| T | 11.43 | 5.19 | 5.00 |
| H | 16.02 | 6.76 | 6.59 |
| split | 9.06 | 4.62 | 4.47 |

Relaxation in the 64-atom host lowers T by 6.2 eV and H by 9.3 eV, so unrelaxed energies are no substitute for relaxed ones. The larger host lowers the results by a further 0.15 to 0.19 eV but keeps their order. The last digits are still not converged: a 1000-atom host lowers T by another 0.06 eV, H by another 0.05 eV and the split form by another 0.04 eV. The split form lies below both Voronoi sites in this model, and a relaxation started exactly at T or H does not reach it. Adding split starts separately avoids relying on a chance push to find it. Bond-centred starts are also absent from the Voronoi list; none was calculated here.

Symmetry can also hide an instability. The added atom stayed at T and at H during the first relaxation. After a push of 0.005 nm in one chosen direction, T returned to within 0.0001 nm of its previous position. H ended 0.116 nm away at 4.615 eV, the same energy to the printed digits as the split form. Pushes of the same length in other directions can take H to T instead, and one led to another configuration at 3.86 eV, below the split form in the same host. The end point depends on the push, and the table does not contain the lowest state of this model. A local maximum of clearance is thus no guarantee of a local minimum of energy.

### Temperature

Moving one atom of the model crystal while all others stay fixed gives a stiffness $k$ of 1771 eV/nm². Independent classical oscillators with this stiffness have, at 300 K, an rms displacement per axis of

$$\sqrt{k_BT/k}=0.0038\ \text{nm}.$$

Any random displacement splits each six-atom H vertex into about four, so a 64-atom cell has about $64+4\times128=576$ vertices instead of 192 even at an amplitude of 0.0001 nm. Temperature mainly sets how far these vertices scatter. One random snapshot with the 300 K amplitude had 582 vertices. Their median distance from the nearest ideal site was 0.010 nm, and the largest was 0.043 nm. The latter exceeds the 0.030 nm link length and is over a third of the T–H distance. Candidates should therefore be generated in the ideal or averaged host, and thermal motion added afterwards.

### Beside real silicon

The lattice parameter is close to the real value of roughly 0.54 nm, so the site distances carry over well. The energies do not carry over equally. Density-functional calculations for the neutral defect generally give roughly 3 to 5 eV, depending on the functional, and place H and the split form within a few tenths of an eV of each other, roughly 0.1 eV with local and semilocal functionals. The classical model separates them by 2.1 eV, with H as a saddle point held only by symmetry. It has no electronic levels or charge states, and in a real device the Fermi level can change which configuration is preferred. The thermal amplitude estimated from independent oscillators is also low: the real room-temperature value is roughly 0.008 nm per axis, about twice that estimate.

## Values computed for the example and the checks

```
Lattice parameter a: 0.54309 nm
Bond length: 0.23517 nm
Model cohesive energy: 4.3366 eV/atom
Image range m, primitive cell: 2
Certified vertices before merging: 6
Distinct vertices per primitive cell: 6
Symmetry operations, primitive cell: 48
T: multiplicity 2, site-group order 24
  T primitive fractional: [0.75 0.75 0.75]
  T primitive fractional: [0.5 0.5 0.5]
  T shell: 4 atoms at 0.23517 nm
  T shell: 6 atoms at 0.27155 nm
H: multiplicity 4, site-group order 12
  H primitive fractional: [0.625 0.625 0.625]
  H primitive fractional: [0.125 0.625 0.625]
  H primitive fractional: [0.625 0.125 0.625]
  H primitive fractional: [0.625 0.625 0.125]
  H shell: 6 atoms at 0.22516 nm
  H shell: 8 atoms at 0.35275 nm
Vertices of one atomic Voronoi cell: 16
Its volume: 0.020023 nm^3; a^3/8: 0.020023 nm^3
Cubic cell: 192 operations, orbits [8, 16]
T-H distance: 0.11758 nm
T-H neck: 0.22172 nm, at 0.03919 nm from H
H distance below bond length: 4.26 %
Bond centre to nearest candidate: 0.33258 nm
[111] strain: 0.50 %; link length: 0.030 nm
Strained vertices: 9 split, 6 joined
Largest split-vertex offset: 0.00111 nm
Strained: 12 operations, orbits [1, 2, 3]
64-atom host, T: start 11.433 eV, relaxed 5.189 eV, added atom moved 0.00000 nm
64-atom host, H: start 16.017 eV, relaxed 6.755 eV, added atom moved 0.00000 nm
64-atom host, split: start 9.058 eV, relaxed 4.615 eV, added atom moved 0.00678 nm
216-atom host, T: start 11.433 eV, relaxed 5.001 eV, added atom moved 0.00000 nm
216-atom host, H: start 16.017 eV, relaxed 6.586 eV, added atom moved 0.00000 nm
216-atom host, split: start 9.058 eV, relaxed 4.468 eV, added atom moved 0.00770 nm
T pushed by 0.005 nm: 5.189 eV, further move 0.00008 nm
H pushed by 0.005 nm: 4.615 eV, further move 0.11570 nm
Einstein stiffness: 1770.7 eV/nm^2
Thermal rms per axis at 300 K: 0.00382 nm
64-atom cell vertices: ideal 192, thermal 582
Thermal vertex offset: median 0.00979 nm, largest 0.04285 nm
```
